Estimating silicon's permittivity from a plasmon energy and an average gap

**Question**

A crystal of silicon is to be described by two energies: the free-electron plasmon energy of its valence electrons, 16.6 eV, and an average gap for their optical transitions, 4.8 eV. Each atom supplies four valence electrons, and the cubic cell holds eight atoms.

Treat the nuclei as fixed and the valence electrons as independent particles in a local periodic potential V. All bands are either filled or empty. Use atomic units in the algebra, so that ħ, the electron mass and the elementary charge are 1 and an angular frequency equals its quantum energy. The field convention is D = F + 4πP = εF, where F is the macroscopic electric field.

(a) Express the static polarizability per electron by transition energies and momentum matrix elements, and relate it to ε.

(b) Find the total oscillator strength of the filled bands. Hence write ε in terms of the plasmon energy and a suitably defined average gap.

(c) Evaluate ε for silicon. Examine the plasmon energy against the size of the cell, and find how strongly the answer depends on the gap.

(d) Two plane waves are coupled by a weak periodic potential. How is the average gap related to the smallest gap? What would follow if 4.8 eV were the smallest gap?

(e) Let all the strength lie at a single energy. Find ε at finite frequency and the energy of the loss peak. What changes if 16.6 eV is the loss peak?

(f) Suppose that each electron were a point dipole feeling the full Lorentz field. What would the gap in the formula then mean?

(g) Compare the estimate with real silicon and state the conditions of its use.

**Answer to (a)**

A uniform field has a potential that grows without limit in an infinite crystal. It is safer to apply a slow wave and let its wave number q go to zero. Let the potential energy of an electron be

φ(x) = λ cos qx.

The electron has charge −1, so the field is F = dφ/dx = −λq sin qx, with mean square λ²q²/2. If α is the polarizability per electron, the induced dipole αF lowers the energy by αF²/2. For N electrons the mean lowering gives

ΔE = −Nαλ²q²/4.

The same energy follows from perturbation theory. The first-order term vanishes, because cos qx has no average in a Bloch state when q is not a reciprocal-lattice vector. In second order, the factors exp(iqx) and exp(−iqx) lead from a filled state v to empty states c with different crystal momenta, so their contributions add without interference. States already filled are excluded by the Pauli principle.

The matrix element of exp(iqx) is needed for small q. Since p exp(iqx) = exp(iqx)(p + q), and since the local potential V commutes with exp(iqx),

[exp(iqx), H] = exp(iqx)[p² − (p + q)²]/2 = −q exp(iqx)(p + q/2).

Here p is the momentum component along the field. Take this equation between c and v, with ω = E_c − E_v. The left side is −ω⟨c|exp(iqx)|v⟩, so

⟨c|exp(iqx)|v⟩ = (q/ω)⟨c|exp(iqx)(p + q/2)|v⟩ → q p_cv/ω.

The term with q/2 is of higher order, because the matrix element of exp(iqx) is itself proportional to q. The wave with −q gives the same modulus in the limit. Each exponential carries the amplitude λ/2, hence

ΔE = −(λ²/4) × 2 Σ q²|p_cv|²/ω³ = −(λ²q²/2) Σ |p_cv|²/ω³,

where the sum runs over pairs of filled and empty states with the same crystal momentum. Equating the two energies gives

α = (2/N) Σ |p_cv|²/ω³.

With the oscillator strength f = 2|p_cv|²/ω this becomes

α = (1/N) Σ f/ω².

If n is the number of valence electrons per volume, P = nαF, and the field convention gives

ε = 1 + 4πnα.

This step takes the field on each electron to be the macroscopic field. The variation of the induced field inside a cell has been left out; part (f) returns to it.

**Answer to (b)**

The periodic part of a Bloch function obeys a Schrödinger equation with the Hamiltonian

H(k) = (p + k)²/2 + V.

Shift k by a small amount κ along the field:

H(k + κ) = H(k) + κ(p + k) + κ²/2.

The coefficient of κ² in the energy has two sources: the last term in first order, and the middle term in second order. The number k has no matrix element between different states. Thus

d²E_v/dk² = 1 − Σ_m 2|p_mv|²/(E_m − E_v), with m ≠ v.

Now average over the Brillouin zone and sum over the filled bands. The left side averages to zero, because the energies are periodic in k and the mean second derivative of a periodic function vanishes. Where filled bands touch one another, the argument applies to the sum of their energies, which stays smooth as long as a gap separates them from the empty bands. On the right, a term with both v and m filled appears twice with opposite denominators and cancels. What remains is

(1/N) Σ f = 1.

The strengths are positive, since every remaining ω is positive, and they sum to one per electron. They can therefore serve as weights of an average:

α = ⟨ω⁻²⟩ ≡ 1/E_g².

This defines the average gap E_g.

The density is replaced by the plasmon energy as follows. If free electrons of density n are all displaced by s, the polarization is P = −ns. With D = 0 the field is F = −4πP = 4πns, and the force on an electron is −F. The equation of motion, d²s/dt² = −4πns, gives

ω_p² = 4πn.

Inserting α and n into the result of part (a) yields Penn's simplest formula:

ε = 1 + (ω_p/E_g)².

Within the stated model no approximation has been made in passing from the spectrum to E_g; the approximation enters when E_g is estimated by other means. Since no transition lies below the smallest direct gap E_0, ⟨ω⁻²⟩ cannot exceed 1/E_0², and so E_g ≥ E_0. A very large gap gives ε → 1, the value of empty space. As E_g goes to zero at fixed density, ε grows without limit, which is the approach to metallic screening.

**Answer to (c)**

The ratio of the energies is

16.6 eV / 4.8 eV = 3.458,

its square is 11.96, and therefore

ε = 1 + 11.96 = 12.96 ≈ 13.

The added 1 is the response of the vacuum. The electrons supply the other twelve parts: a charge embedded in the crystal has its distant field reduced to about one thirteenth.

The plasmon energy can be examined separately, because it depends on the density alone. With the hartree energy E_h and the Bohr radius a_B restoring the units,

n = (16.6 eV/E_h)²/(4πa_B³) = 0.1998 Å⁻³.

Eight atoms with four valence electrons each put 32 electrons into the cubic cell. Its edge would be

(32/0.1998 Å⁻³)^(1/3) = 5.43 Å.

The edge of the real cell is roughly 5.4 Å. The plasmon energy is thus consistent with four valence electrons per atom.

The gap is the less certain input. At fixed ω_p,

dε/dE_g = −2ω_p²/E_g³ = −2(ε − 1)/E_g = −4.98 eV⁻¹.

Raising the gap by 0.1 eV gives 12.48, and lowering it by 0.1 eV gives 13.47. An uncertainty of 0.1 eV in the gap therefore moves the permittivity by about 0.5, and the second decimal of 12.96 has no physical weight.

**Answer to (d)**

Take one dimension and one spinless electron per cell, so that the lowest band is filled. Let the potential be E_0 cos Gx, where G is the shortest reciprocal-lattice vector. It couples the plane waves k and k − G with strength E_0/2. Write k = G/2 − κ, so that κ is the distance from the zone boundary. The kinetic energies differ by

δ = [(k − G)² − k²]/2 = G²/2 − Gk = Gκ.

Measured from the mean kinetic energy, the Hamiltonian has diagonal elements −δ/2 and +δ/2 and off-diagonal elements E_0/2. Its eigenvalues are ±ω/2, with

ω² = δ² + E_0².

The smallest gap is E_0, at the boundary. The eigenstates are

lower: cos θ |k⟩ − sin θ |k − G⟩,

upper: sin θ |k⟩ + cos θ |k − G⟩,

with sin 2θ = E_0/ω. The momentum matrix element between them is

p_cv = [k − (k − G)] sin θ cos θ = (G/2) sin 2θ = GE_0/(2ω),

and the strength is

f = 2p_cv²/ω = G²E_0²/(2ω³).

The two halves of the zone contribute equally. The zone average is therefore (2/G) times the integral over κ from 0 to G/2, or (2/G²) times the integral over δ from 0 to G²/2. For a gap much smaller than G²/2 the upper limit may be taken to infinity. The substitution δ = E_0 tan t, for which ω = E_0/cos t and dδ = E_0 dt/cos² t, gives

⟨1⟩ = ∫ E_0² dδ/ω³ = ∫ cos t dt = 1,

with t running from 0 to π/2. The two plane waves thus carry the whole strength in this limit. In the same way

⟨ω⁻²⟩ = ∫ E_0² dδ/ω⁵ = (1/E_0²) ∫ cos³ t dt.

With s = sin t the last integral is ∫(1 − s²) ds from 0 to 1, which is 2/3. Hence

1/E_g² = 2/(3E_0²), or E_g = √(3/2) E_0.

The average gap is larger because strength extends above the threshold, and transitions at higher energy polarize less.

The limit can be compared with a full solution of the cosine crystal, obtained by diagonalizing its Bloch Hamiltonian in 11 plane waves at 800 points of the zone. For a lattice constant of 2.0 Å and a cosine amplitude of 0.5 eV, the product E_0²⟨ω⁻²⟩ is 0.6667. With the amplitude raised to 4.8 eV at the same lattice constant, the smallest gap is 4.80 eV and the average gap 5.87 eV. Their ratio, 1.22, still agrees with √(3/2) to that accuracy. This crystal is a model and does not represent the bands of silicon.

If silicon's strength were spread in this way above a smallest gap of 4.8 eV, the permittivity would be

ε = 1 + (2/3) × 11.96 = 8.97.

Conversely, an average gap of 4.8 eV would correspond to a smallest gap of √(2/3) × 4.8 eV = 3.92 eV. Silicon's smallest direct gap is lower, roughly 3.4 eV, so the ratio √(3/2) belongs to the two-wave model and does not carry over to the real bands. The difference between 13 and 9 shows why the word "average" belongs to the formula. Nor should silicon's band gap of roughly 1.1 eV be inserted. It is a smallest gap and not an average, and it also joins states of different crystal momentum, whereas the slow field of part (a) joins states of equal crystal momentum as q → 0.

**Answer to (e)**

An electron bound harmonically with frequency E_g has all its strength at that energy. In a field F cos ωt its mean position obeys

d²x/dt² + E_g²x = −F cos ωt.

The driven solution is x = −F cos ωt/(E_g² − ω²). The dipole is −x, so the polarizability is 1/(E_g² − ω²), and

ε(ω) = 1 + ω_p²/(E_g² − ω²) = (E_g² + ω_p² − ω²)/(E_g² − ω²).

At ω = 0 this is the formula of part (b). Far above the gap it tends to 1 − ω_p²/ω², the response of free electrons. For a photon energy of 1 eV it gives 13.50, so the static value is already exceeded by about 0.5 in the near infrared.

Energy loss by fast electrons is governed by Im(−1/ε), which for weak damping peaks where ε vanishes:

ω_L² = ω_p² + E_g².

With the given energies, ω_L = 17.28 eV. The binding force adds to the restoring force of the plasma, so the loss peak lies above the free-electron plasmon energy.

If 16.6 eV were instead the loss peak of this oscillator, one would have ω_p² = ω_L² − E_g², and

ε = 1 + (ω_L² − E_g²)/E_g² = (ω_L/E_g)² = 11.96.

At a fixed gap of 4.8 eV, the change of meaning lowers the estimate by one. This reading would give ω_p = 15.89 eV and a cell edge of 5.59 Å, whereas the real edge is 5.43 Å; the cell size therefore supports reading 16.6 eV as the free-electron value. The figure of 17.28 eV belongs to the single oscillator and is not a prediction for silicon, whose measured loss peak, near 16.7 eV, lies close to the free-electron value.

**Answer to (f)**

Let the bare transition energy of each dipole be E_b. In the Lorentz model the field on a dipole is F + 4πP/3, so

P = (n/E_b²)(F + 4πP/3).

Collect the terms in P, multiply by E_b², and use 4πn = ω_p²:

P(E_b² − ω_p²/3) = nF.

The permittivity is then

ε = 1 + ω_p²/(E_b² − ω_p²/3).

It has the earlier form if

E_g² = E_b² − ω_p²/3.

The gap in the formula is now the resonance of the interacting crystal in a macroscopic field, shifted down from the bare energy. To obtain E_g = 4.8 eV, the bare energy would have to be

E_b = √(4.8² + 16.6²/3) eV = 10.72 eV.

If 4.8 eV were itself the bare energy, the polarization would feed back on itself with the factor

ω_p²/(3E_b²) = 3.99.

A factor above 1 means that the dipole field exceeds the restoring force, and the unpolarized state is unstable. The point-dipole picture with a bare gap of 4.8 eV therefore cannot describe a stable insulator of this density.

This is a separate model and not a correction to be applied to silicon, whose valence electrons overlap and are spread over the bonds. Neither the size nor the sign of the shift need carry over to them. The model does show that an average gap must be used with the field for which it was defined. A gap fitted to the macroscopic response already contains the local fields; a gap computed for independent electrons does not.

**Answer to (g)**

The measured static permittivity of silicon is roughly 12, and 11.7 is the value usually quoted. The estimate of 12.96 lies about 8% above the round figure and about 11% above 11.7. At a fixed plasmon energy of 16.6 eV, a permittivity of 12 requires

E_g = 16.6 eV/√11 = 5.01 eV,

which is 0.2 eV above the gap used. The formula thus gives the right size from two energies, but it does not predict the permittivity independently of the choice of gap. Agreement to about ten percent is no evidence that the transitions lie at one energy.

Fixed nuclei are a good assumption for the static response of this crystal. The two atoms of the primitive cell are exchanged by inversion about the middle of their bond. If they are displaced in opposite directions, inversion restores the same displaced pattern, so no dipole proportional to the displacement can arise. In a polar crystal the lattice adds its own polarization, and the formula then estimates the electronic part alone.

The response must also be linear. At a rough breakdown field of 0.3 MV/cm, the potential energy of an electron changes across one cell of 5.43 Å by 0.0163 eV. This is small beside 4.8 eV, so avalanche breakdown sets in while the bound electrons are still weakly disturbed.

Filled and empty bands are a good description of pure silicon at 300 K. The thermal energy is 0.0259 eV, and with a band gap of roughly 1.1 eV the factor exp[−1.1 eV/(2 × 0.0259 eV)], which governs the number of thermal carriers, is about 6 × 10⁻¹⁰. Even these few carriers screen a truly static field over some tens of micrometres, so the description is meant for thinner layers. Doped or strongly injected regions of a device break this assumption. Their mobile carriers screen a static field in addition to the bound electrons, and no single constant then describes the total static response; the value near 13 remains an estimate of the bound part.

Finally, the derivation let q go to zero. The result applies to fields that vary slowly across a cell, such as those in a depletion layer many cells wide. Close to a single trapped charge, at distances comparable with a bond length, the potential is not slow and this constant should not be used.
